# Smoluchowski smoothing and the lower work function of open metal faces: a numerical check

```python
"""Smoluchowski smoothing at a corrugated metal surface (atomic units inside).

Result under test: a background edge h(x,y) with zero mean, whose electron edge
follows only s*h, changes the work function by -2 pi n0 <h^2> (1-s^2) if the
electron profile is displaced rigidly. For complete lateral smoothing and small
h, relaxation along the normal multiplies -2 pi n0 <h^2> by p'(0), the fraction
of a weak external field that is left at the background edge.

n0: bulk density; psi: square root of electron density; v: electrostatic energy
of an electron (0 in the bulk); mu: bulk chemical potential; lam: weight of the
von Weizsaecker gradient energy; barrier: v far outside; work function:
barrier - mu. Energy functional: Thomas-Fermi + lam*Weizsaecker + exchange.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu, spsolve
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants as pc

EV = pc["Hartree energy in eV"][0]
ANG = pc["Bohr radius"][0] * 1e10
pi = np.pi

a_ang = 4.0                      # fcc lattice constant, angstrom
a0 = a_ang / ANG
n0 = 4.0 / a0**3                 # one electron per atom
kf = (3 * pi**2 * n0) ** (1 / 3)
mu = kf**2 / 2 - kf / pi
dz = 0.2
z = np.arange(-90, 81) * dz
nz, i0 = len(z), 90              # z[i0] = 0


def edge(h):
    """Background for edge height(s) h; keeps charge and first moment exact."""
    q = np.clip((np.asarray(h, float)[..., None] - z) / dz, -1, 1)
    return n0 * (0.5 + q - 0.5 * q * np.abs(q))


def second_difference(n, step, left, right):
    """Diagonal end entries: -2 for a fixed value, -1 for zero slope."""
    main = np.full(n, -2.0)
    main[0], main[-1] = left, right
    one = np.ones(n - 1)
    return sp.diags([one, main, one], [-1, 0, 1], format="csc") / step**2


def relax(lap_psi, lap_v, source, npos, lam, psi, v):
    """Implicit energy descent turning into Newton's method."""
    tau = 5.0
    m = len(psi)
    for _ in range(60):
        k = np.cbrt(3 * pi**2 * psi**2)
        r1 = (-lam / 2 * (lap_psi @ psi + source)
              + (k**2 / 2 - k / pi + v - mu) * psi)
        r2 = lap_v @ v + 4 * pi * (psi**2 - npos)
        diag = 7 * k**2 / 6 - 5 * k / (3 * pi) + v - mu + 1 / tau
        jac = sp.bmat([[-lam / 2 * lap_psi + sp.diags(diag), sp.diags(psi)],
                       [sp.diags(8 * pi * psi), lap_v]], format="csc")
        lu = splu(jac)
        step = lu.solve(-np.concatenate([r1, r2]))
        psi, v = psi + step[:m], v + step[m:]
        if np.max(np.abs(step)) < 1e-9:
            return psi, v, lu
        tau *= 3
    raise AssertionError("no convergence")


LZ_PSI = second_difference(nz, dz, -2, -2)
LZ_V = second_difference(nz, dz, -2, -1)


def surface(npos, lam=1.0, start=None, period=None):
    """Self-consistent surface; returns psi, v, factorized Jacobian, barrier."""
    source = np.zeros(nz)
    source[0] = np.sqrt(n0) / dz**2
    if start is None:
        n_guess = n0 / (1 + np.exp(z / 0.8))
        start = (np.sqrt(n_guess), spsolve(LZ_V, -4 * pi * (n_guess - npos)))
    psi, v = start[0], start[1]
    lap_psi, lap_v = LZ_PSI, LZ_V
    if period is not None:       # half a period, mirror planes at both ends
        nx = npos.shape[0]
        lx = second_difference(nx, period / 2 / nx, -1, -1)
        lateral = sp.kron(lx, sp.identity(nz))
        lap_psi = (lateral + sp.kron(sp.identity(nx), LZ_PSI)).tocsc()
        lap_v = (lateral + sp.kron(sp.identity(nx), LZ_V)).tocsc()
        psi, v, source = (np.tile(q, nx) for q in (psi, v, source))
    psi, v, lu = relax(lap_psi, lap_v, source, npos.ravel(), lam, psi, v)
    assert psi.min() > -1e-8
    psi, v = psi.reshape(npos.shape), v.reshape(npos.shape)
    return psi, v, lu, np.mean(v[..., -1])


# Flat surface, checked by the pressure sum rule v(0) = n d(energy/electron)/dn
flat = surface(edge(0.0))
n_flat, barrier_flat = flat[0] ** 2, flat[3]
sum_rule = kf**2 / 5 - kf / (4 * pi)
assert abs(flat[1][i0] / sum_rule - 1) < 0.04   # grid error of order dz^2

# Potential p(z) of a weak unit external field, by linear response
rhs = np.zeros(2 * nz)
rhs[-1] = -1 / dz
p = flat[2].solve(rhs)[nz:]
field_left = (p[i0 + 1] - p[i0 - 1]) / (2 * dz)
image_plane = z[-1] - p[-1]
assert 0 < field_left < 1

# Screened dipole formula against full solution for a small corrugation
nx = 12
cosine = np.cos(pi * (np.arange(nx) + 0.5) / nx)
small = 0.2 * cosine
change_small = surface(edge(small).mean(0), start=flat)[3] - barrier_flat
formula_small = -2 * pi * n0 * np.mean(small**2) * field_left
assert abs(change_small / formula_small - 1) < 0.03

# Edge of the union of Wigner-Seitz cells, from nearest lattice sites
g = np.arange(-4, 5)
sites = np.array([(i, j, k) for i in g for j in g for k in g
                  if (i + j + k) % 2 == 0 and i*i + j*j + k*k <= 16]) / 2
FACES = {"111": ((1, 1, 1), (.5, -.5, 0), (0, .5, -.5), 1 / 288),
         "100": ((0, 0, 1), (.5, .5, 0), (.5, -.5, 0), 1 / 96),
         "110": ((1, 1, 0), (.5, -.5, 0), (0, 0, 1), 1 / 48)}


def cell_heights(normal, t1, t2, m=60):
    normal = np.array(normal) / np.linalg.norm(normal)
    c = (np.arange(m) + 0.5) / m - 0.5
    c1, c2 = (q.ravel()[:, None] for q in np.meshgrid(c, c))
    points = c1 * np.array(t1) + c2 * np.array(t2)
    w = sites @ normal
    inside = w < 1e-9
    score = points @ sites.T - np.sum(sites**2, axis=1) / 2
    low, high = np.full(m * m, -0.6), np.full(m * m, 1.0)
    for _ in range(32):
        mid = (low + high) / 2
        s = score + mid[:, None] * w
        metal = s[:, inside].max(1) >= s[:, ~inside].max(1)
        low, high = np.where(metal, mid, low), np.where(metal, high, mid)
    return (low + high) / 2, w[w > 1e-9].min()


faces = {}
for name, (normal, t1, t2, variance) in FACES.items():
    top, spacing = cell_heights(normal, t1, t2)
    assert abs(top.mean() - spacing / 2) < 2e-3
    assert abs(top.var() / variance - 1) < 0.01
    h = (top - top.mean()) * a0
    background = edge(h).mean(0)
    barrier = surface(background, start=flat)[3]
    bare = -2 * pi * n0 * variance * a0**2
    moment = -4 * pi * dz * np.sum(z * (background - edge(0.0)))
    assert abs(moment / bare - 1) < 0.01
    faces[name] = dict(d=spacing * a0, var=variance * a0**2, bare=bare,
                       change=barrier - barrier_flat, back=background)
assert 0 > faces["111"]["change"] > faces["100"]["change"] \
    > faces["110"]["change"]

# Ridged surface with the (110) mean square height, solved in two dimensions
amplitude = np.sqrt(2 * faces["110"]["var"])
ridge = amplitude * cosine
ridge_back = edge(ridge)
averaged = surface(ridge_back.mean(0), start=flat)[3] - barrier_flat


def ridged(period_ang, lam, reference):
    psi, v, _, barrier = surface(ridge_back, lam, reference,
                                 period_ang / ANG)
    n = psi**2
    moment = 4 * pi * dz * np.sum(z * (n - ridge_back).mean(0))
    assert abs(moment - barrier) < 3e-4
    follow = (n - reference[0] ** 2).sum(1) * dz / n0
    s = np.sum(follow * cosine) / np.sum(ridge * cosine)
    return barrier - reference[3], s


results = {L: ridged(L, 1.0, flat) for L in (1.0, 4.0, 16.0)}
assert abs(results[1.0][0] / averaged - 1) < 0.05   # complete smoothing limit
assert results[4.0][0] < 0
assert abs(results[16.0][0]) < abs(results[4.0][0])
assert results[1.0][1] < results[4.0][1] < results[16.0][1]

# Weaker gradient energy: electrons must follow the ridges more closely
flat_half = surface(edge(0.0), 0.5)
change_half, s_half = ridged(4.0, 0.5, flat_half)
assert s_half > results[4.0][1]
split_half = (surface(faces["110"]["back"], 0.5, flat_half)[3]
              - surface(faces["111"]["back"], 0.5, flat_half)[3])

# Rigid displacement formula by direct quadrature of the displaced profile
s4 = results[4.0][1]
profile = CubicSpline(z, n_flat)
shifted = profile(np.clip(z - s4 * ridge[:, None], z[0], z[-1]))
rigid_direct = (4 * pi * dz * np.sum(z * (shifted - ridge_back).mean(0))
                - barrier_flat)
rigid_formula = -2 * pi * n0 * np.mean(ridge**2) * (1 - s4**2)
assert abs(rigid_direct - rigid_formula) < 3e-4

# Bulk following factor: formula against nonlinear periodic solution
stiffness = kf / (3 * n0) * (kf - 1 / pi)


def bulk_follow(period_ang, lam):
    g2 = (2 * pi * ANG / period_ang) ** 2
    coulomb = 4 * pi / g2
    return coulomb / (coulomb + stiffness + lam * g2 / (4 * n0))


m = 60
wave = np.cos(pi * (np.arange(m) + 0.5) / m)
for lam in (0.5, 1.0):
    for L in (4.0, 16.0):
        lap = second_difference(m, L / ANG / 2 / m, -1, -1)
        psi = relax(lap, lap, np.zeros(m), n0 * (1 + 0.01 * wave), lam,
                    np.full(m, np.sqrt(n0)), np.zeros(m))[0]
        direct = np.sum((psi**2 - n0) * wave) / (0.01 * n0 * np.sum(wave**2))
        assert abs(direct / bulk_follow(L, lam) - 1) < 0.01

# Outer (110) layer of a flat-edged background moved inward by 5 % of spacing
d110 = faces["110"]["d"]
shift = 0.05 * d110
contracted = edge(-shift) + edge(-d110) - edge(-d110 - shift)
contraction = surface(contracted, start=flat)[3] - barrier_flat


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("lattice constant", a_ang, "angstrom", 2)
show("electron density", n0 / ANG**3, "angstrom^-3", 4)
show("bulk chemical potential mu", mu * EV, "eV")
show("flat: v at edge, solved", flat[1][i0] * EV, "eV")
show("flat: v at edge, sum rule", sum_rule * EV, "eV")
show("flat: barrier D", barrier_flat * EV, "eV")
show("flat: work function", (barrier_flat - mu) * EV, "eV")
show("field fraction left at edge p'(0)", field_left, "")
show("image plane outside edge", image_plane * ANG, "angstrom")
show("small corrugation, solved", change_small * EV * 1000, "meV")
show("small corrugation, formula", formula_small * EV * 1000, "meV")
for name, f in faces.items():
    show(f"({name}) layer spacing", f["d"] * ANG, "angstrom")
    show(f"({name}) mean square height", f["var"] * ANG**2, "angstrom^2", 4)
    show(f"({name}) rms height", np.sqrt(f["var"]) * ANG, "angstrom")
    show(f"({name}) bare change", f["bare"] * EV, "eV")
    show(f"({name}) bare change times p'(0)", f["bare"]*field_left*EV, "eV")
    show(f"({name}) relaxed change", f["change"] * EV, "eV")
    show(f"({name}) work function", (barrier_flat+f["change"]-mu)*EV, "eV")
split = faces["110"]["change"] - faces["111"]["change"]
show("work function (110) minus (111)", split * EV, "eV")
show("same in atomic units", split, "hartree", 5)
show("same with lam = 0.5", split_half * EV, "eV")
show("ridge amplitude", amplitude * ANG, "angstrom")
show("ridge: change, averaged background", averaged * EV, "eV")
for L, (change, s) in results.items():
    show(f"ridge period {L:.0f} angstrom: change", change * EV, "eV")
    show(f"ridge period {L:.0f} angstrom: surface s", s, "")
    show(f"ridge period {L:.0f} angstrom: bulk s", bulk_follow(L, 1.0), "")
show("ridge 4 angstrom: rigid formula", rigid_formula * EV, "eV")
show("ridge 4 angstrom: rigid quadrature", rigid_direct * EV, "eV")
show("ridge 4 angstrom, lam = 0.5: surface s", s_half, "")
show("ridge 4 angstrom, lam = 0.5: change", change_half * EV, "eV")
show("5 % layer contraction: inward shift", shift * ANG, "angstrom")
show("5 % layer contraction: change", contraction * EV, "eV")
print("tests ok")
```

Running it gives:

```
lattice constant: 4.00 angstrom
electron density: 0.0625 angstrom^-3
bulk chemical potential mu: 0.115 eV
flat: v at edge, solved: 0.890 eV
flat: v at edge, sum rule: 0.890 eV
flat: barrier D: 3.537 eV
flat: work function: 3.422 eV
field fraction left at edge p'(0): 0.165
image plane outside edge: 1.162 angstrom
small corrugation, solved: -5.189 meV
small corrugation, formula: -5.228 meV
(111) layer spacing: 2.309 angstrom
(111) mean square height: 0.0556 angstrom^2
(111) rms height: 0.236 angstrom
(111) bare change: -0.314 eV
(111) bare change times p'(0): -0.052 eV
(111) relaxed change: -0.050 eV
(111) work function: 3.372 eV
(100) layer spacing: 2.000 angstrom
(100) mean square height: 0.1667 angstrom^2
(100) rms height: 0.408 angstrom
(100) bare change: -0.942 eV
(100) bare change times p'(0): -0.156 eV
(100) relaxed change: -0.141 eV
(100) work function: 3.281 eV
(110) layer spacing: 1.414 angstrom
(110) mean square height: 0.3333 angstrom^2
(110) rms height: 0.577 angstrom
(110) bare change: -1.885 eV
(110) bare change times p'(0): -0.311 eV
(110) relaxed change: -0.248 eV
(110) work function: 3.174 eV
work function (110) minus (111): -0.198 eV
same in atomic units: -0.00729 hartree
same with lam = 0.5: -0.165 eV
ridge amplitude: 0.816 angstrom
ridge: change, averaged background: -0.250 eV
ridge period 1 angstrom: change: -0.250 eV
ridge period 1 angstrom: surface s: 0.002
ridge period 1 angstrom: bulk s: 0.004
ridge period 4 angstrom: change: -0.227 eV
ridge period 4 angstrom: surface s: 0.257
ridge period 4 angstrom: bulk s: 0.408
ridge period 16 angstrom: change: -0.030 eV
ridge period 16 angstrom: surface s: 0.939
ridge period 16 angstrom: bulk s: 0.970
ridge 4 angstrom: rigid formula: -1.760 eV
ridge 4 angstrom: rigid quadrature: -1.759 eV
ridge 4 angstrom, lam = 0.5: surface s: 0.367
ridge 4 angstrom, lam = 0.5: change: -0.181 eV
5 % layer contraction: inward shift: 0.071 angstrom
5 % layer contraction: change: 0.031 eV
tests ok
```
